\section*{Equilibrium vacancies in copper at 600 K and their resistivity}

\section{Problem}

Copper in an interconnect is held at $T=600$ K and zero pressure. Moving an atom from the interior to a surface site, and so leaving a vacancy, costs $E_v=1.28$ eV. The change in vibrational entropy caused by a vacancy is neglected.

(a) What fraction $c$ of the lattice sites is vacant in equilibrium?

(b) What resistivity do these vacancies add, and does it matter beside the resistivity due to phonons?

The entropy neglected is the vibrational formation entropy. The configurational entropy, which counts the places where vacancies can sit, must be kept: without it the state of lowest energy, with no vacancies, would be the equilibrium state.

Copper is treated as a free-electron metal with one conduction electron per atom. With a rough lattice parameter of 0.361 nm and four atoms per cubic cell, the density of atoms and of electrons is $n_e=4/(0.361\ \mathrm{nm})^3=85.0\ \mathrm{nm^{-3}}$. Two spin states for each allowed wavevector give
\begin{equation}
n_e=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=13.6\ \mathrm{nm^{-1}} .
\end{equation}
The resistivity at 293 K is taken as a rough $1.7\ \mu\Omega\,$cm. Well above the temperatures where phonon modes freeze out, the mean square displacement of the atoms is proportional to $T$, and so is the scattering rate. The reference point 293 K lies somewhat below the Debye temperature of copper, so this law holds only roughly between 293 and 600 K. Linear scaling gives
\begin{equation}
\rho_{\rm ph}=1.7\times\frac{600}{293}=3.48\ \mu\Omega\,\mathrm{cm}.
\end{equation}

\section{First estimate by scaling}

At 600 K, $k_BT$ is about 0.052 eV, so $E_v/k_BT\approx25$. A thermally activated fraction should be of order
\begin{equation}
c\sim e^{-25}=1.4\times10^{-11}.
\end{equation}

For the resistivity, compare mean free paths. In a field $F$ the mean momentum $P$ per electron obeys $dP/dt=-eF-P/\tau$. In the steady state $P=-eF\tau$, the current density is $-n_eeP/m=n_ee^2\tau F/m$, and
\begin{equation}
\rho=\frac{m}{n_ee^2\tau}=\frac{\hbar k_F}{n_ee^2\lambda},
\qquad \lambda=v_F\tau,\quad mv_F=\hbar k_F .
\label{drude}
\end{equation}
With $\rho_{\rm ph}$ this gives a phonon mean free path $\lambda=18.9$ nm.

The natural length of the lattice is $n_e^{-1/3}=0.227$ nm. If a vacancy blocks an area of order $n_e^{-2/3}$, the mean free path between vacancies is
\begin{equation}
\lambda_v\sim\frac{1}{(c\,n_e)\,n_e^{-2/3}}=\frac{n_e^{-1/3}}{c}
=\frac{0.227\ \mathrm{nm}}{1.4\times10^{-11}}\approx1.6\times10^{10}\ \mathrm{nm},
\end{equation}
which is 16 m. Since $\rho\propto1/\lambda$ at fixed $n_e$,
\begin{equation}
\frac{\rho_v}{\rho_{\rm ph}}\sim\frac{\lambda}{\lambda_v}
=\frac{18.9}{1.6\times10^{10}}\approx1.2\times10^{-9}.
\end{equation}
The estimate leaves open the prefactor of the exponential and the true cross section.

\section{Solution: the vacancy fraction}

Let the crystal have $N$ atoms. With $n$ vacancies it has $N+n$ sites, because each displaced atom occupies a new site at the surface. Vacancies are taken as independent, so the energy is $nE_v$, and they can be placed in $\binom{N+n}{n}$ ways. With $x=e^{-E_v/k_BT}$ the partition function is
\begin{equation}
Z=\sum_{n=0}^{\infty}\binom{N+n}{n}x^n=\frac{1}{(1-x)^{N+1}} .
\end{equation}
To see the second equality, write the right side as a product of $N+1$ geometric series $1+x+x^2+\dots$. The coefficient of $x^n$ is the number of ways to share $n$ units among $N+1$ factors. That is the number of orderings of $n$ units and $N$ dividing marks, $\binom{N+n}{n}$.

Each term carries $x^n$, so the operation $x\,d/dx$ brings down a factor $n$:
\begin{equation}
\langle n\rangle=x\frac{d\ln Z}{dx}=\frac{(N+1)x}{1-x}.
\end{equation}
The vacant fraction of sites follows:
\begin{equation}
c=\frac{\langle n\rangle}{N+\langle n\rangle}
=\frac{(N+1)x}{N(1-x)+(N+1)x}
=\frac{(N+1)x}{N+x}\;\longrightarrow\;x
\quad(N\gg1).
\end{equation}
Thus
\begin{equation}
c=e^{-E_v/k_BT}.
\label{fraction}
\end{equation}
The prefactor is one. Had the number of sites been fixed instead, each site would be vacant with probability $x/(1+x)$. The difference is invisible at small $x$ but shows in a dense case: for $x=e^{-2}=0.1353$ and $N=2000$, summing the series term by term gives a fraction 0.1354, whereas $x/(1+x)=0.119$.

For copper at 600 K, $k_BT=0.051704$ eV, and
\begin{equation}
\frac{E_v}{k_BT}=\frac{1.28}{0.051704}=24.756,
\qquad c=e^{-24.756}=1.77\times10^{-11}.
\end{equation}
This is the answer to (a), about $1.8\times10^{-11}$. The exponent makes it sensitive to $E_v$: lowering $E_v$ by 0.05 eV multiplies $c$ by $e^{0.05/0.0517}=2.6$.

A line 50 nm wide, 100 nm high and 10 $\mu$m long contains $4.25\times10^9$ atoms. Its mean number of vacancies is $4.25\times10^9\times1.77\times10^{-11}=0.075$. The probability of finding none is the $n=0$ term divided by $Z$, which is $(1-x)^{N+1}\approx e^{-0.075}=0.93$. In equilibrium, with the formation entropy neglected, the line is therefore free of vacancies about 93\% of the time, and $c$ is an average over time or over many lines. This percentage depends strongly on the neglected term: a formation entropy of $3k_B$ would raise the mean to 1.5 vacancies and lower the probability of none to 0.22.

\section{Solution: from cross section to resistivity}

Let $d\sigma/d\Omega$ be the differential cross section of one vacancy for an electron at the Fermi level. The density of vacancies is $c\,n_e$, up to a relative correction of order $c$. An electron deflected elastically through $\theta$ keeps on average the fraction $\cos\theta$ of its original momentum, because the transverse part averages to zero over the azimuth. The momentum therefore decays at the rate
\begin{equation}
\frac1{\tau_v}=c\,n_ev_F\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega .
\label{rate}
\end{equation}
The Pauli principle does not change this. For elastic transitions between states with occupations $f$ and $f'$, the net flow is proportional to $f(1-f')-f'(1-f)=f-f'$, as if there were no blocking.

Inserting (\ref{rate}) into (\ref{drude}), with $\tau=\tau_v$,
\begin{equation}
\rho_v=\frac{m\,c\,n_ev_F\sigma_{\rm tr}}{n_ee^2}
=c\,\frac{\hbar k_F}{e^2}\,\sigma_{\rm tr}.
\label{rhov}
\end{equation}
The explicit electron density cancels. If vacancy and phonon scattering are independent, their rates add, and by (\ref{drude}) so do their resistivities.

\section{Solution: the cross section of a vacancy}

Model the vacancy as a repulsive square barrier of height $V$ and radius $r_s$, the radius of a sphere holding one atom:
\begin{equation}
\frac{4\pi}{3}r_s^3n_e=1,\qquad r_s=0.141\ \mathrm{nm},\qquad
k_Fr_s=\left(\frac{9\pi}{4}\right)^{1/3}=1.919 .
\end{equation}

\subsection*{Scattered wave}
Far from the barrier, the part of a plane wave with angular momentum $l$ is
\begin{equation}
(2l+1)P_l(\cos\theta)\,\frac{e^{ikr}-(-1)^le^{-ikr}}{2ikr}.
\end{equation}
The barrier leaves the incoming part alone and, since no electrons are lost, multiplies the outgoing part by a phase factor $e^{2i\delta_l}$. The added wave is $f(\theta)e^{ikr}/r$ with
\begin{equation}
f=\sum_l(2l+1)\frac{e^{2i\delta_l}-1}{2ik}P_l
=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l ,
\end{equation}
and $d\sigma/d\Omega=|f|^2$.

\subsection*{Transport cross section}
Let $\mu=\cos\theta$ and $s_l=\sin\delta_l$. The Legendre polynomials obey $\int_{-1}^1P_l^2d\mu=2/(2l+1)$ and $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$. Hence
\begin{equation}
\int_{-1}^1\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .
\end{equation}
In $2\pi\int|f|^2(1-\mu)d\mu$ the term 1 couples equal $l$, and the term $\mu$ couples neighbours, each pair twice:
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l\left[(2l+1)s_l^2
-2(l+1)s_ls_{l+1}\cos(\delta_l-\delta_{l+1})\right].
\end{equation}
Split $2l+1=(l+1)+l$ and shift the index in the second part, so that $\sum_l l\,s_l^2=\sum_l(l+1)s_{l+1}^2$. With $D=\delta_l-\delta_{l+1}$, the addition theorem gives $s_l-s_{l+1}\cos D=\cos\delta_{l+1}\sin D$, so
\begin{align}
s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos D
&=(s_l-s_{l+1}\cos D)^2+s_{l+1}^2\sin^2D\nonumber\\
&=(\cos^2\delta_{l+1}+\sin^2\delta_{l+1})\sin^2D=\sin^2D .
\end{align}
The result is
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k_F^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\label{sigma}
\end{equation}

\subsection*{Height of the barrier}
The vacancy lacks one ion of charge $+e$. For the metal to be neutral at a distance, one electron must be displaced from its surroundings. Put the system in a large sphere of radius $R$ with a hard wall. Far out, the radial wave is proportional to $\sin(kr-l\pi/2+\delta_l)/r$, so the levels satisfy $kR-l\pi/2+\delta_l=p\pi$ with integer $p$. Averaged over $R$, the number of levels below $k_F$ changes by $\delta_l/\pi$. There are $2l+1$ orientations and two spins, so
\begin{equation}
\frac2\pi\sum_l(2l+1)\delta_l=-1 ,
\label{friedel}
\end{equation}
which is the Friedel condition.

Inside the barrier the wave is $j_l(qr)$ with $q=k_F\sqrt{1-V/E_F}$. Outside it is $\cos\delta_l\,j_l(k_Fr)-\sin\delta_l\,y_l(k_Fr)$, where $j_l$ and $y_l$ are the spherical Bessel functions. Let $L_l=qr_s\,j_l'(qr_s)/j_l(qr_s)$ and $z=k_Fr_s$. Continuity of the wave and its slope gives
\begin{equation}
\tan\delta_l=\frac{z\,j_l'(z)-L_l\,j_l(z)}{z\,y_l'(z)-L_l\,y_l(z)} .
\end{equation}
Condition (\ref{friedel}) is met at $V=0.890\,E_F$, with $E_F=7.05$ eV. The phase shifts are
\begin{equation}
\delta_0=-0.770,\quad\delta_1=-0.213,\quad\delta_2=-0.030,\quad\delta_3=-0.002 .
\end{equation}
The first can be verified by hand. For $l=0$ the matching reads $\tan(z+\delta_0)=(k_F/q)\tan(qr_s)$. Here $q/k_F=\sqrt{0.1097}=0.331$ and $qr_s=0.636$, so the right side is 2.23, and $\delta_0=1.149-1.919=-0.770$. As a test of the whole set, the radial equation was integrated numerically for $l=0$ to 4. The displacement of its distant nodes gave a displaced charge of $-1.000$ electrons.

\subsection*{Numbers}
The terms of the sum in (\ref{sigma}) for $l=0,1,2$ are 0.2801, 0.0663 and 0.0023, so
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{(13.6\ \mathrm{nm^{-1}})^2}\times0.349=0.0237\ \mathrm{nm^2}.
\end{equation}
With $\hbar/e^2=4108\ \Omega$, equation (\ref{rhov}) gives
\begin{align}
\rho_v&=1.77\times10^{-11}\times4108\ \Omega\times1.36\times10^{10}\ \mathrm{m^{-1}}
\times2.37\times10^{-20}\ \mathrm{m^2}\nonumber\\
&=2.3\times10^{-17}\ \Omega\,\mathrm m=2.3\times10^{-9}\ \mu\Omega\,\mathrm{cm},
\end{align}
and
\begin{equation}
\frac{\rho_v}{\rho_{\rm ph}}=\frac{2.3\times10^{-9}}{3.48}\approx7\times10^{-10}.
\end{equation}
This answers (b): in this model the vacancies add less than one part in a billion. The radius of the barrier is a choice that (\ref{friedel}) does not fix. With the height readjusted to satisfy (\ref{friedel}), radii from $0.7\,r_s$ to $1.25\,r_s$ give $\sigma_{\rm tr}$ from 0.035 down to $0.013\ \mathrm{nm^2}$ and ratios from $9.8\times10^{-10}$ to $3.6\times10^{-10}$, so the cross section is known to about a factor of two. Even while the line above holds one vacancy, its momentary fraction is $1/(4.25\times10^9)=2.4\times10^{-10}$, and the ratio rises only to about $9\times10^{-9}$.

\section{Comparison of estimate and solution}

The scaling estimate of $c$ was low by a factor $e^{25-24.756}=1.28$, entirely from rounding the exponent. Its area $n_e^{-2/3}=0.052\ \mathrm{nm^2}$ was too large compared with the barrier model, by a factor 2.2. Together these turn the estimated ratio $1.2\times10^{-9}$ into $1.2\times10^{-9}\times1.28/2.2\approx7\times10^{-10}$. A full atomic disc, $\pi r_s^2=0.063\ \mathrm{nm^2}$, would give $1.8\times10^{-9}$.

These differences do not affect the conclusion. For the vacancies to add 1\% to $\rho_{\rm ph}$ at the calculated $c$, each would need
\begin{equation}
\sigma_{\rm tr}=\frac{0.01\,\rho_{\rm ph}\,e^2}{c\,\hbar k_F}=3.5\times10^5\ \mathrm{nm^2},
\end{equation}
the area of a disc of radius 330 nm, wider than the line itself. Alternatively, with the atomic disc as cross section, $c$ would have to reach $1.0\times10^{-4}$.

\section{Where the neglected effects enter}

A formation entropy $S$ multiplies the weight of each vacancy by $e^{S/k_B}$, and hence $c$ by the same factor. For $S=3k_B$, taken as an illustrative value and not as an upper bound, the factor is 20. Reaching 1\% with the atomic disc would take $S=15.5\,k_B$. A hydrostatic tension of 0.3 GPa does work on the added volume, one atomic volume if relaxation is ignored. This lowers the cost by 0.022 eV and raises $c$ by a factor 1.5. Joining these two factors with the 2.6 from an error of 0.05 eV in $E_v$, and using the atomic disc, gives a ratio of $1.4\times10^{-7}$.

The assumption of equilibrium matters more. If the vacancies of 1300 K were all frozen in, $c$ would be $1.1\times10^{-5}$, and with the atomic disc they would add 0.11\% to the phonon resistivity at 600 K. A formation entropy of $3k_B$ would raise that to about 2\% with the disc, or 0.8\% with the barrier cross section, which is no longer negligible in a precise measurement. Such an excess lasts only until the vacancies have migrated to surfaces, grain boundaries or dislocations; the time this takes is not calculated here. The conclusion thus belongs to equilibrium at 600 K, not to the time before it is reached.

Linear scaling of $\rho_{\rm ph}$ is a smaller matter. The Bloch--Gr\"uneisen formula for Debye phonons, $\rho\propto T^5\int_0^{\Theta/T}u^5\,du/[(e^u-1)(1-e^{-u})]$, with a rough $\Theta=340$ K, gives a rise by a factor 2.17 between 293 and 600 K instead of 2.05. Tabulated values for copper at 600 K are somewhat higher still, near $3.8\ \mu\Omega\,$cm, so the 3.48 used here is low by roughly 8\%. The Fermi surface is smeared over a relative width $k_BT/E_F=0.007$. The first-order effect on the resistivity cancels, and what remains is of order $(k_BT/E_F)^2$, about $10^{-4}$ of $\rho_v$.

\section{Beside a real interconnect}

The value $E_v=1.28$ eV is typical of copper. A temperature of 600 K is well above normal chip operation and closer to heat treatment or accelerated testing; at lower temperature the equilibrium fraction is smaller still. Real lines break the assumption of a bulk host. Consider a film of thickness $d=50$ nm with perfectly diffuse surfaces, at fixed bulk resistivity. An electron whose direction makes an angle of cosine $\mu$ with the normal has lost its memory of the surface after a depth of about $\lambda\mu$. Its contribution to the current, averaged over azimuth, has weight $\frac32(1-\mu^2)$ on $0<\mu<1$. For $d\gg\lambda$ the lost fraction of the conductivity is
\begin{equation}
\frac32\int_0^1(1-\mu^2)\frac{\lambda\mu}{d}\,d\mu
=\frac32\left(\frac12-\frac14\right)\frac{\lambda}{d}=\frac{3\lambda}{8d}
=\frac{3\times18.9}{8\times50}=14\% .
\end{equation}
Here $d$ is only 2.6 times $\lambda$, but averaging the factor $e^{-h/\lambda\mu}$ over depth $h$ and direction also gives 14\%. This surface effect is some $10^8$ times the vacancy effect. Side walls, grain boundaries, impurities, lattice relaxation around the vacancy and the true Fermi surface have not been calculated. The first three change the host resistivity. The true Fermi surface also changes the mean free path, and with it the surface loss. The last two change $\rho_v$, which would have to grow about ten-million-fold to matter at the 1\% level. The numerical output lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
formation energy: 1.28 eV
temperature: 600 K
kT: 0.051704 eV
E/kT: 24.7563
vacancy fraction c: 1.7720e-11
dense test: exp(-2): 0.13534
dense test: fraction from sum: 0.13539
lattice parameter (rough): 0.361 nm
atom and electron density: 85.02 nm^-3
line width: 50 nm
line height: 100 nm
line length: 10 micrometre
atoms in line: 4.251e+09
mean vacancies in line: 0.07533
Fermi wavenumber: 13.6 nm^-1
Fermi energy: 7.051 eV
atomic-sphere radius: 0.1411 nm
disc cross section: 0.06253 nm^2
barrier height / Fermi energy: 0.8903
phase shift l=0: -0.77031 rad
phase shift l=1: -0.21262 rad
phase shift l=2: -0.02951 rad
phase shift l=3: -0.00204 rad
displaced electrons from nodes: -1.0001
barrier cross section: 0.02368 nm^2
disc: resistivity per at.%: 3.494 microohm cm
barrier: resistivity per at.%: 1.323 microohm cm
vacancy resistivity, disc: 6.192e-09 microohm cm
vacancy resistivity, barrier: 2.345e-09 microohm cm
host resistivity 293 K (rough): 1.7 microohm cm
host resistivity 600 K: 3.481 microohm cm
linear 600 K/293 K ratio: 2.048
Debye temperature (rough): 340 K
Bloch-Gruneisen ratio: 2.166
vacancy/host, disc: 1.779e-09
vacancy/host, barrier: 6.736e-10
cross section needed for 1%: 3.515e+05 nm^2
disc radius needed for 1%: 334.5 nm
vacancy fraction needed for 1%, disc: 9.962e-05
formation entropy needed for 1%, disc: 15.54 k
factor from entropy 3k: 20.09
energy shift at 0.3 GPa tension: 0.02202 eV
factor from that tension: 1.531
factor from 0.05 eV lower energy: 2.63
vacancy/host, three factors joined: 1.439e-07
vacancy fraction at 1300 K: 1.091e-05
frozen-in vacancy/host at 600 K: 1.095e-03
kT/Fermi energy: 0.007333
mean free path at 600 K: 18.88 nm
50 nm film: loss estimate: 14.16 % of conductivity
50 nm film: loss from paths: 13.96 % of conductivity
\end{verbatim}
